# Debugging a numerical check: Bordering the Slater APW matrix to replace a logarithmic-derivative pole

```python
"""
Result under test (Hartree atomic units).
The Slater APW matrix M(E) contains D_l(E) = R u'(R,E)/u(R,E), which has a
pole at each Dirichlet level E_n, where u(R,E_n) = 0.  With phi the normalized
radial function at E_n, s = phi'(R) and b = R^2 s/2,
    D_l(E) = Dsmooth(E) + (R^3 s^2/2)/(E - E_n).
The bordered matrix  K(E) = [[M with Dsmooth, b A^T], [b A, (E_n - E) 1]],
where A holds the 2l+1 boundary amplitudes of each plane wave, has M(E) as its
Schur complement.  It is the weak-form matrix of APWs without their phi part
together with the local orbitals phi(r) Y_lm.
Model: simple cubic cell (edge a), V = -V0 (1-r^2/R^2)^2 for r<R, 0 outside.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss, legvander
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq
from scipy.special import spherical_jn

V0, R, a = 10.0, 2.0, 4.4
L, LMAX = 2, 16
DEG = 2 * L + 1
VOL = a**3
ls = np.arange(LMAX + 1)

# Radial Gauss grid; the sphere boundary is appended with zero weight.
gx, gw = leggauss(70)
r = np.append(0.5 * R * (gx + 1), R)
w = np.append(0.5 * R * gw, 0.0) * r**2
V = -V0 * (1 - (r / R)**2)**2


def radial(l, E, rr):
    """Regular solution and its r-derivative from the power series in r/R."""
    x = rr / R
    a1, a2, a3 = 1.0 + 0 * E + 0 * l, 0.0, 0.0
    u = a1 * x**l
    du = a1 * l * x**(l - 1.0) / R
    for k in range(1, 65):
        new = 2 * R**2 * (-(V0 + E) * a1 + 2 * V0 * a2 - V0 * a3)
        new = new / (2 * k * (2 * l + 2 * k + 1))
        a1, a2, a3 = new, a1, a2
        u = u + a1 * x**(l + 2 * k)
        du = du + a1 * (l + 2 * k) * x**(l + 2 * k - 1) / R
    return u, du


def log_derivative(l, E):
    u, du = radial(l, E, R)
    return R * du / u


def weak(f, df, g, dg, E):
    """Radial weak form of H - E for angular momentum L."""
    return np.sum(w * (0.5 * df * dg
                       + (0.5 * L * (L + 1) / r**2 + V - E) * f * g))


# ---- Dirichlet levels of all l in the energy range used
scan = np.linspace(-V0, 3.0, 1301)
dirichlet = {}
for l in range(LMAX + 1):
    val = radial(l, scan, R)[0]
    idx = np.where(val[:-1] * val[1:] < 0)[0]
    dirichlet[l] = [brentq(lambda e: radial(l, e, R)[0], scan[i], scan[i + 1],
                           xtol=1e-14, rtol=1e-14) for i in idx]
En = dirichlet[L][0]
phi, dphi = radial(L, En, r)
norm = np.sqrt(np.sum(w * phi**2))
phi, dphi = phi / norm, dphi / norm
slope = dphi[-1]
b = 0.5 * R**2 * slope
residue = 0.5 * R**3 * slope**2

# ---- independent Dirichlet level and slope from a polynomial basis
x = r / R
arg = 2 * x**2 - 1
fs, dfs = [], []
for i in range(16):
    p = Legendre.basis(i)
    fs.append((x**2 - x**4) * p(arg))
    dfs.append(((2 * x - 4 * x**3) * p(arg)
                + (x**2 - x**4) * 4 * x * p.deriv()(arg)) / R)
fs, dfs = np.array(fs), np.array(dfs)
hmat = 0.5 * (dfs * w) @ dfs.T \
    + (fs * (w * (0.5 * L * (L + 1) / r**2 + V))) @ fs.T
ev, evec = eigh(hmat, (fs * w) @ fs.T)
slope_poly = abs(evec[:, 0] @ dfs[:, -1])
assert abs(ev[0] - En) < 1e-8
assert abs(slope_poly - abs(slope)) < 1e-6

# ---- residue from a contour integral, and the smooth part of D
RHO = 0.5
phase = np.exp(2j * np.pi * (np.arange(96) + 0.5) / 96)
zc = En + RHO * phase
Dc = log_derivative(L, zc)
residue_contour = np.mean(Dc * RHO * phase).real
assert abs(residue_contour / residue - 1) < 1e-9


def D_smooth(E):
    """Cauchy integral near the pole, plain subtraction further away."""
    if abs(E - En) < 0.15:
        return np.mean(Dc * RHO * phase / (zc - E)).real
    return log_derivative(L, E) - residue / (E - En)


# ---- border elements by quadrature with explicit functions
Et = En + 0.05
uh, duh = radial(L, Et, r)
uh, duh = uh / uh[-1], duh / uh[-1]
ov = np.sum(w * phi * uh)
chi, dchi = uh - ov * phi, duh - ov * dphi
q_pp = weak(phi, dphi, phi, dphi, Et)
q_pc = weak(phi, dphi, chi, dchi, Et)
q_cc = weak(chi, dchi, chi, dchi, Et)
assert abs(ov - b / (Et - En)) < 1e-7
assert abs(q_pp - (En - Et)) < 1e-8
assert abs(q_pc - b) < 1e-8
assert abs(q_cc - 0.5 * R * D_smooth(Et)) < 1e-7
assert abs(R * dchi[-1] - D_smooth(Et)) < 1e-7
h = 1e-4
dD = (D_smooth(Et + h) - D_smooth(Et - h)) / (2 * h)
chi_norm = np.sum(w * chi**2)
assert abs(dD + 2 / R * chi_norm) < 1e-5

# ---- at the pole the projected function is the energy derivative of phi
uz, duz = radial(L, zc[:, None], r[None, :])
ud = np.mean(uz / (RHO * phase[:, None]), axis=0).real
dud = np.mean(duz / (RHO * phase[:, None]), axis=0).real
ovd = np.sum(w * phi * ud)
ud, dud = ud - ovd * phi, dud - ovd * dphi
D_phidot = R * dud[-1] / ud[-1]
assert abs(D_phidot - D_smooth(En)) < 1e-7


# ---- three-dimensional matrices
def lattice(nmax):
    m = int(np.sqrt(nmax)) + 1
    g = np.array(np.meshgrid(*[np.arange(-m, m + 1)] * 3)).reshape(3, -1).T
    return g[np.sum(g**2, axis=1) <= nmax]


def harmonics2(vec):
    X, Y, Z = (vec / np.linalg.norm(vec, axis=1)[:, None]).T
    c = np.sqrt(15 / (4 * np.pi))
    return np.array([c * X * Y, c * Y * Z, c * Z * X, c / 2 * (X**2 - Y**2),
                     np.sqrt(5 / (16 * np.pi)) * (3 * Z**2 - 1)])


def apw_cell(kvec, nmax):
    """Energy-independent parts of the APW matrix."""
    n = lattice(nmax)
    K = 2 * np.pi / a * n + kvec
    q = np.linalg.norm(K, axis=1)
    dot = K @ K.T
    g = 2 * np.pi / a * np.linalg.norm(n[:, None] - n[None, :], axis=2)
    gs = np.where(g > 0, g, 1.0)
    theta = np.where(g > 0, -4 * np.pi * R**2 * spherical_jn(1, gs * R)
                     / (gs * VOL), 1 - 4 * np.pi * R**3 / (3 * VOL))
    j = spherical_jn(ls[None, :], (q * R)[:, None])
    surf = legvander(dot / np.outer(q, q), LMAX) * j[:, None, :] \
        * j[None, :, :] * (4 * np.pi * (2 * ls + 1) / VOL)
    A = 4 * np.pi / np.sqrt(VOL) * j[:, L] * harmonics2(K)
    return dot, theta, surf, A


def secular(cell, E, D_L):
    """APW matrix with the value D_L used for the selected l."""
    dot, theta, surf, _ = cell
    with np.errstate(divide="ignore", invalid="ignore"):
        D = log_derivative(ls, E)
    D[L] = D_L
    return (0.5 * dot - E) * theta + 0.5 * R * (surf @ D)


def bordered(cell, E):
    B = b * cell[3]
    return np.block([[secular(cell, E, D_smooth(E)), B.T],
                     [B, (En - E) * np.eye(DEG)]])


def negatives(mat):
    return int(np.sum(eigvalsh(mat) < 0))


def states_below(cell, E):
    """Negative count plus all Dirichlet levels that are not bordered."""
    rest = sum((2 * l + 1) * sum(e < E for e in lev if (l, e) != (L, En))
               for l, lev in dirichlet.items())
    return negatives(bordered(cell, E)) + rest


def band(cell, index):
    lo, hi = En - 1.5, En + 1.5
    assert states_below(cell, lo) <= index < states_below(cell, hi)
    while hi - lo > 1e-8:
        mid = 0.5 * (lo + hi)
        if states_below(cell, mid) <= index:
            lo = mid
        else:
            hi = mid
    return 0.5 * (lo + hi)


def plane_waves(kvec, nmax, vectors=False):
    """Independent reference: full potential in plane waves only."""
    n = lattice(nmax)
    K = 2 * np.pi / a * n + kvec
    g = 2 * np.pi / a * np.sqrt(np.arange(4 * nmax + 1))
    vq = 4 * np.pi / VOL * (spherical_jn(0, np.outer(g, r)) @ (w * V))
    sq = np.sum(n**2, axis=1)
    H = vq[sq[:, None] + sq[None, :] - 2 * n @ n.T]
    H = H + np.diag(0.5 * np.sum(K**2, axis=1))
    if not vectors:
        return eigvalsh(H, subset_by_index=[0, 39])
    e, c = eigh(H, subset_by_index=[0, 39])
    return e, c, K


k1 = np.pi / a * np.array([0.5, 0.3, 0.2])
cell = apw_cell(k1, 12)
cell_small = apw_cell(k1, 6)

# Schur complement of the matrix assembled from the quadrature integrals
M = secular(cell, Et, log_derivative(L, Et))
Bq = q_pc * cell[3]
schur = secular(cell, Et, 2 * q_cc / R) - Bq.T @ Bq / q_pp
schur_err = np.max(np.abs(schur - M))
assert schur_err < 1e-6 * np.max(np.abs(M))
Kt = bordered(cell, Et)
det_gap = np.linalg.slogdet(Kt)[1] - np.linalg.slogdet(M)[1] \
    - DEG * np.log(abs(En - Et))
assert abs(det_gap) < 1e-5
counts = []
for E in (En - 0.05, En + 0.05):
    nM = negatives(secular(cell, E, log_derivative(L, E)))
    nK = negatives(bordered(cell, E))
    assert nK == nM + DEG * (E > En)
    counts.append((nM, nK))

# Bands near the pole against plane waves
pw_small, pw = plane_waves(k1, 36), plane_waves(k1, 49)
near = sorted(np.argsort(np.abs(pw - En))[:4])
rows = []
for i in near:
    rows.append((i + 1, band(cell_small, i), band(cell, i), pw[i]))
    assert abs(rows[-1][2] - pw[i]) < 1e-3
n_apw, n_pw = states_below(cell, En), int(np.sum(pw < En))
assert n_apw == n_pw

# ---- a wave vector at which a band passes exactly through the pole
found = None
for direction in ([1, .6, .3], [1, .2, .1], [1, .9, .7], [.8, .7, .1]):
    direction = np.array(direction) * np.pi / a
    ts = np.linspace(0.1, 1.0, 13)
    cs = [negatives(bordered(apw_cell(t * direction, 12), En)) for t in ts]
    jump = [i for i in range(12) if cs[i] != cs[i + 1]]
    if jump:
        found = jump[0]
        break
assert found is not None, "no band crosses the pole on the lines searched"
lo, hi, c0 = ts[found], ts[found + 1], cs[found]
for _ in range(44):
    mid = 0.5 * (lo + hi)
    if negatives(bordered(apw_cell(mid * direction, 12), En)) == c0:
        lo = mid
    else:
        hi = mid
k2 = 0.5 * (lo + hi) * direction
cell2 = apw_cell(k2, 12)
lam, vec = eigh(bordered(cell2, En))
i0 = np.argmin(np.abs(lam))
v = vec[:, i0]
overlap = -(bordered(cell2, En + h) - bordered(cell2, En - h)) / (2 * h)
v = v / np.sqrt(v @ overlap @ v)
amp = np.linalg.norm(cell2[3] @ v[:-DEG])
weight = np.sum(v[-DEG:]**2)
assert abs(lam[i0]) < 1e-9 and amp < 1e-6

e2, c2, K2 = plane_waves(k2, 49, vectors=True)
i2 = np.argmin(np.abs(e2 - En))
proj = spherical_jn(L, np.outer(np.linalg.norm(K2, axis=1), r)) @ (w * phi)
coef = 4 * np.pi / np.sqrt(VOL) * (harmonics2(K2) * proj) @ c2[:, i2]
weight_pw = np.sum(coef**2)
assert abs(e2[i2] - En) < 1e-3
assert abs(weight - weight_pw) < 5e-3


def pole_order(cl):
    ld = [np.linalg.slogdet(secular(cl, En + d, log_derivative(L, En + d)))[1]
          for d in (1e-4, 1e-5)]
    return (ld[1] - ld[0]) / np.log(10)


order1, order2 = pole_order(cell), pole_order(cell2)
assert abs(order1 - DEG) < 0.05 and abs(order2 - (DEG - 1)) < 0.05

# ---- numbers for the text
print(f"V0 = {V0} hartree, R = {R} bohr, a = {a} bohr, l = {L}, lmax = {LMAX}")
print(f"APWs: {len(cell[0])} (small set {len(cell_small[0])}); "
      f"plane waves: {len(K2)} (small set {len(lattice(36))})")
print(f"Dirichlet level E_n = {En:.8f} hartree")
print(f"E_n from polynomial basis = {ev[0]:.8f} hartree")
print(f"|phi'(R)| = {abs(slope):.6f} bohr^-5/2")
print(f"|b| = R^2 |phi'(R)|/2 = {abs(b):.6f} hartree bohr^3/2")
print(f"residue of D, from slope   = {residue:.8f} hartree")
print(f"residue of D, from contour = {residue_contour:.8f} hartree")
print("E-E_n (hartree), D, smooth D (dimensionless):")
for d in (-0.1, -0.01, -0.001, 0.001, 0.01, 0.1):
    print(f"  {d:7.3f} {log_derivative(L, En + d):14.5f} "
          f"{D_smooth(En + d):12.6f}")
print(f"smooth D at E_n = {D_smooth(En):.8f}")
print(f"log derivative of orthogonal phidot at E_n = {D_phidot:.8f}")
print("Quadrature at E = E_n + 0.05 hartree:")
print(f"  a(phi,phi) = {q_pp:.8f} hartree")
print(f"  |a(phi,chi)| = {abs(q_pc):.8f} hartree bohr^3/2")
print(f"  a(chi,chi) = {q_cc:.8f} bohr; R Dsmooth/2 = "
      f"{0.5 * R * D_smooth(Et):.8f} bohr")
print(f"  integral chi^2 r^2 dr = {chi_norm:.6f} bohr^3")
print(f"  largest Schur error = {schur_err:.1e} hartree")
print(f"negative eigenvalues (M, K) at E_n-0.05 hartree: {counts[0]}")
print(f"negative eigenvalues (M, K) at E_n+0.05 hartree: {counts[1]}")
print("k1 in units of pi/a:", np.round(k1 * a / np.pi, 4))
print(f"states below E_n at k1: bordered {n_apw}, plane waves {n_pw}")
print("band, small APW set, APW set, plane waves (hartree):")
for row in rows:
    print("  %2d %11.6f %11.6f %11.6f" % row)
print(f"plane-wave change between sets, these bands: "
      f"{np.max(np.abs(pw[near] - pw_small[near])):.1e} hartree")
print("k2 in units of pi/a:", np.round(k2 * a / np.pi, 6))
print(f"band {i2 + 1} at k2, plane waves = {e2[i2]:.6f} hartree")
print(f"l=2 boundary amplitude of the state = {amp:.1e} bohr^-3/2")
print(f"local-orbital weight: bordered {weight:.5f}, "
      f"plane waves {weight_pw:.5f}")
print(f"pole order of det M at E_n: k1 {order1:.4f}, k2 {order2:.4f}")
print("PASS")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 261, in <module>
    assert found is not None, "no band crosses the pole on the lines searched"
           ^^^^^^^^^^^^^^^^^
AssertionError: no band crosses the pole on the lines searched
```

The author's reading of the failure: At each of the 52 wave vectors sampled on the four search lines, the number of states below the Dirichlet level was the same on the whole line, although the count had already agreed with plane waves at k1. The deep well V0 = 10 hartree therefore put the pole at an energy that no band was seen to cross, as in a band gap, and the assumed crossing was a fault of the example, not of the bordering formula. The well depth is now 4 hartree, which puts the pole among broad, overlapping bands; the Dirichlet scan reaches higher, the APW sets are larger to suit the higher energy, and the search keeps away from the zone centre and faces and takes a bracket where the count changes by one. No test is removed and no tolerance is changed, but all numerical cases now refer to the shallower well.

Diff:

```diff
@@ -17,6 +17,7 @@
 from scipy.special import spherical_jn
 
-V0, R, a = 10.0, 2.0, 4.4
+V0, R, a = 4.0, 2.0, 4.4
 L, LMAX = 2, 16
+N_APW, N_SMALL = 14, 9      # largest squared integer lattice vector kept
 DEG = 2 * L + 1
 VOL = a**3
@@ -57,5 +58,5 @@
 
 # ---- Dirichlet levels of all l in the energy range used
-scan = np.linspace(-V0, 3.0, 1301)
+scan = np.linspace(-V0, 6.0, 1301)
 dirichlet = {}
 for l in range(LMAX + 1):
@@ -65,4 +66,5 @@
                            xtol=1e-14, rtol=1e-14) for i in idx]
 En = dirichlet[L][0]
+assert En + 1.5 < scan[-1]
 phi, dphi = radial(L, En, r)
 norm = np.sqrt(np.sum(w * phi**2))
@@ -148,5 +150,5 @@
 
 
-def apw_cell(kvec, nmax):
+def apw_cell(kvec, nmax=N_APW):
     """Energy-independent parts of the APW matrix."""
     n = lattice(nmax)
@@ -213,12 +215,12 @@
     H = H + np.diag(0.5 * np.sum(K**2, axis=1))
     if not vectors:
-        return eigvalsh(H, subset_by_index=[0, 39])
-    e, c = eigh(H, subset_by_index=[0, 39])
+        return eigvalsh(H, subset_by_index=[0, 59])
+    e, c = eigh(H, subset_by_index=[0, 59])
     return e, c, K
 
 
 k1 = np.pi / a * np.array([0.5, 0.3, 0.2])
-cell = apw_cell(k1, 12)
-cell_small = apw_cell(k1, 6)
+cell = apw_cell(k1)
+cell_small = apw_cell(k1, N_SMALL)
 
 # Schur complement of the matrix assembled from the quadrature integrals
@@ -253,7 +255,7 @@
 for direction in ([1, .6, .3], [1, .2, .1], [1, .9, .7], [.8, .7, .1]):
     direction = np.array(direction) * np.pi / a
-    ts = np.linspace(0.1, 1.0, 13)
-    cs = [negatives(bordered(apw_cell(t * direction, 12), En)) for t in ts]
-    jump = [i for i in range(12) if cs[i] != cs[i + 1]]
+    ts = np.linspace(0.3, 0.9, 13)
+    cs = [negatives(bordered(apw_cell(t * direction), En)) for t in ts]
+    jump = [i for i in range(12) if abs(cs[i] - cs[i + 1]) == 1]
     if jump:
         found = jump[0]
@@ -263,10 +265,10 @@
 for _ in range(44):
     mid = 0.5 * (lo + hi)
-    if negatives(bordered(apw_cell(mid * direction, 12), En)) == c0:
+    if negatives(bordered(apw_cell(mid * direction), En)) == c0:
         lo = mid
     else:
         hi = mid
 k2 = 0.5 * (lo + hi) * direction
-cell2 = apw_cell(k2, 12)
+cell2 = apw_cell(k2)
 lam, vec = eigh(bordered(cell2, En))
 i0 = np.argmin(np.abs(lam))
@@ -315,6 +317,6 @@
 print(f"  a(phi,phi) = {q_pp:.8f} hartree")
 print(f"  |a(phi,chi)| = {abs(q_pc):.8f} hartree bohr^3/2")
-print(f"  a(chi,chi) = {q_cc:.8f} bohr; R Dsmooth/2 = "
-      f"{0.5 * R * D_smooth(Et):.8f} bohr")
+print(f"  a(chi,chi) = {q_cc:.8f} hartree bohr^3; R Dsmooth/2 = "
+      f"{0.5 * R * D_smooth(Et):.8f} hartree bohr^3")
 print(f"  integral chi^2 r^2 dr = {chi_norm:.6f} bohr^3")
 print(f"  largest Schur error = {schur_err:.1e} hartree")
```

After the repair:

```
V0 = 4.0 hartree, R = 2.0 bohr, a = 4.4 bohr, l = 2, lmax = 16
APWs: 251 (small set 123); plane waves: 1419 (small set 925)
Dirichlet level E_n = 2.66308453 hartree
E_n from polynomial basis = 2.66308453 hartree
|phi'(R)| = 1.140015 bohr^-5/2
|b| = R^2 |phi'(R)|/2 = 2.280031 hartree bohr^3/2
residue of D, from slope   = 5.19854018 hartree
residue of D, from contour = 5.19854018 hartree
E-E_n (hartree), D, smooth D (dimensionless):
   -0.100      -50.81996     1.165445
   -0.010     -518.78699     1.067032
   -0.001    -5197.48308     1.057096
    0.001     5199.59506     1.054886
    0.010      520.89895     1.044929
    0.100       52.92978     0.944376
smooth D at E_n = 1.05599142
log derivative of orthogonal phidot at E_n = 1.05599142
Quadrature at E = E_n + 0.05 hartree:
  a(phi,phi) = -0.05000000 hartree
  |a(phi,chi)| = 2.28003074 hartree bohr^3/2
  a(chi,chi) = 1.00046017 hartree bohr^3; R Dsmooth/2 = 1.00046017 hartree bohr^3
  integral chi^2 r^2 dr = 1.116109 bohr^3
  largest Schur error = 5.5e-12 hartree
negative eigenvalues (M, K) at E_n-0.05 hartree: (18, 18)
negative eigenvalues (M, K) at E_n+0.05 hartree: (14, 19)
k1 in units of pi/a: [0.5 0.3 0.2]
states below E_n at k1: bordered 23, plane waves 23
band, small APW set, APW set, plane waves (hartree):
  21    2.462962    2.462909    2.462909
  22    2.590754    2.590435    2.590428
  23    2.635233    2.635173    2.635172
  24    2.802967    2.802895    2.802893
plane-wave change between sets, these bands: 2.7e-06 hartree
k2 in units of pi/a: [0.440008 0.264005 0.132002]
band 23 at k2, plane waves = 2.663079 hartree
l=2 boundary amplitude of the state = 4.5e-16 bohr^-3/2
local-orbital weight: bordered 0.15678, plane waves 0.15678
pole order of det M at E_n: k1 4.9992, k2 4.0009
PASS
```
